# Valley-dependent hopping phases of twisted WSe2 in a displacement field

Q: You want to replace the top valence band of twisted WSe2 by one orbital per moiré cell. I doubt that this is allowed. What Hamiltonian do you start from?

A: A continuum model for one valley. Strong spin-orbit coupling ties one spin to the valley K at the valence edge, so the remaining components are the two layers, $l=\pm$. For electron energies,

$$H_{ll}=-\frac{\hbar^2(\mathbf p-\boldsymbol\kappa_l)^2}{2m}+V_l(\mathbf r)+\frac{lU}{2},\qquad H_{+-}=T(\mathbf r).$$

Here $\mathbf p=-i\nabla$, and $U$ is the layer energy difference made by the displacement field. Let $\mathbf q_0,\mathbf q_1,\mathbf q_2$ have length $|\kappa|=4\pi/3a$ and directions $(0,-1)$, $(\sqrt3/2,1/2)$, $(-\sqrt3/2,1/2)$, with $a$ the moiré period. They sum to zero. The reciprocal vectors are $\mathbf b_j=\mathbf q_j-\mathbf q_0$, the layer band maxima sit at $\boldsymbol\kappa_+=-\mathbf q_1$ and $\boldsymbol\kappa_-=\mathbf q_2$, and

$$V_l=2V\sum_{\mathbf G}\cos(\mathbf G\cdot\mathbf r+l\psi),\qquad T=w(1+e^{-i\mathbf b_1\cdot\mathbf r}+e^{-i\mathbf b_2\cdot\mathbf r}),$$

with $\mathbf G\in\{\mathbf b_1,\mathbf b_2-\mathbf b_1,-\mathbf b_2\}$. I take $V,w>0$ and small $\psi$. The origin is an MM site, where metal atoms of the two layers face each other.

Q: The two layers have different momentum origins. How can one orbital be symmetric in both?

A: Write $\Psi_l=e^{i\boldsymbol\kappa_l\cdot\mathbf r}\chi_l$. The kinetic energy becomes $-\hbar^2p^2/2m$ in both layers. The tunnelling acquires the factor $e^{-i(\boldsymbol\kappa_+-\boldsymbol\kappa_-)\cdot\mathbf r}$. Since $\boldsymbol\kappa_+-\boldsymbol\kappa_-=-\mathbf q_1-\mathbf q_2=\mathbf q_0$,

$$T\;\to\;w\sum_{j=0}^{2}e^{-i\mathbf q_j\cdot\mathbf r}.$$

The three $\mathbf q_j$ are 120° apart, so threefold rotation about the MM site is now a plain symmetry of both layers together.

Q: Symmetry does not give a localized orbital. A Chern band has symmetry too.

A: Start with $\psi=0$ and use plane waves, keeping any finite connected set. The off-diagonal elements of $H$ are $V$, $w$ or zero, so none is negative. Let $c$ be a top eigenvector at some $\mathbf k$. Replacing each component by its modulus cannot lower $\langle c|H|c\rangle$, so $|c|$ is also a top eigenvector. If one component of $|c|$ vanished, its row of the eigenvalue equation would be a sum of non-negative terms equal to zero. All components coupled to it would vanish, then their neighbours, and finally all of them, which is impossible. Hence no top eigenvector has a zero component. Two independent ones could be combined to make a zero, so the top state is unique, and it can be chosen positive.

Now take a trial spinor $g$ with the same Gaussian in both layers of the $\chi$ frame. Its plane-wave components are positive, so $\langle\psi_{\mathbf k}|g\rangle\ne0$ at every $\mathbf k$, for every finite $U$. The choice

$$|\tilde\psi_{\mathbf k}\rangle=|\psi_{\mathbf k}\rangle\frac{\langle\psi_{\mathbf k}|g\rangle}{|\langle\psi_{\mathbf k}|g\rangle|}$$

is therefore smooth and periodic over the whole zone. A smooth periodic phase choice excludes a Chern number, and for an isolated band it gives exponentially localized orbitals

$$|W_{\mathbf R}\rangle=\frac1{\sqrt N}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}|\tilde\psi_{\mathbf k}\rangle .$$

Q: Your potential has $\psi\neq0$, and then the elements $Ve^{\pm i\psi}$ are not positive.

A: Then the result survives as long as the direct gap stays open and the overlap stays finite, and this has to be computed. Take round parameters: twist 4°, lattice constant 0.33 nm, $m=0.45\,m_e$, $V=4$ meV, $\psi=6°$, $w=18$ meV. The period is $a=4.73$ nm. On a $12\times12$ momentum mesh, at nine values of $U$ from 0 to 240 meV, the smallest direct gap falls from 30 to 12 meV. The smallest overlap with the normalized trial state, a Gaussian $e^{-p^2\ell^2/2}$ with $\ell=1$ nm, falls from 0.84 to 0.62; these values depend on $\ell$. The Chern number, summed from Berry phases around the mesh plaquettes, is zero at all nine.

Q: When does it fail?

A: Look at $\gamma$, the zone centre $\mathbf k=0$, with $U=0$. The shortest waves are $\mathbf q_i$ in layer $+$ and $-\mathbf q_i$ in layer $-$, all with kinetic energy $-K$, where $K=\hbar^2|\kappa|^2/2m$. Under threefold rotation they form states with phase factors $e^{2\pi im/3}$. Each wave couples to two others in its own layer, with phases $\pm\psi$, and to two in the other layer. The highest symmetric state ($m=0$) and the competing rotating state have

$$E_{s}=-K+2V\cos\psi+2w,\qquad E_{r}=-K+2V\cos(\psi-120°)+w .$$

In the rotating state the two tunnelling terms add as $|e^{2\pi i/3}+e^{-2\pi i/3}|=1$, hence $w$ instead of $2w$. The difference of cosines is $\cos(\psi-120°)-\cos\psi=\sqrt3\sin(\psi-60°)$. For $0\le\psi\le120°$ the symmetric state is therefore on top if

$$w>2\sqrt3\,V\sin(\psi-60°).$$

This is a shortest-wave estimate at one momentum. For $V=20$ meV, $\psi=108°$, $w=24$ meV the right side is 51 meV and the condition fails. The full calculation then gives a Chern number of magnitude 1, and the trial overlap at $\gamma$ vanishes to numerical accuracy. No single localized orbital per cell reproduces that band.

Q: I accept the orbital for your parameters. But you chose its phases. Are the hopping phases then also your choice?

A: Not through $\tilde\psi_{\mathbf k}$. Insert the definition of $W_{\mathbf R}$, and use that $H$ is diagonal in $\mathbf k$:

$$t(\mathbf R)=\langle W_{\mathbf R}|H|W_0\rangle=\frac1N\sum_{\mathbf k}E(\mathbf k)e^{i\mathbf k\cdot\mathbf R}.$$

The Bloch phases cancel. What remains is the origin of $\mathbf k$, which I put at $\gamma$. Moving it to $\boldsymbol\kappa_\pm$ shifts the nearest-neighbour phase by $\mp2\pi/3$. The phase around a triangle changes by $2\pi$, so that flux is independent of the choice.

As a check from real space, I built the orbital on a grid at $U=25.5$ meV, applied $H$ to it and integrated against its neighbour. The result is 3.745 meV at 150.00°, equal to the Fourier sum. The orbital is centred on the MM site, with an rms radius of 2.0 nm.

Q: Which bonds carry which phase?

A: Choose $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$ and $\mathbf a_3=-\mathbf a_1-\mathbf a_2$. These three bonds are related by rotation. Rotation takes $\boldsymbol\kappa_\pm$ to itself plus a reciprocal vector, so $E$ is threefold symmetric about $\gamma$ and all three hoppings equal one number $|t|e^{i\phi}$. The reversed bonds carry its conjugate, because $H$ is Hermitian. Keeping nearest neighbours and dropping the mean energy, $E(\mathbf k)=\sum_{\mathbf R}t(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}$ becomes

$$E(\mathbf k)=2|t|\sum_{j=1}^{3}\cos(\mathbf k\cdot\mathbf a_j-\phi).$$

In the other valley time reversal gives $H'=H^*$ and the orbital $W^*$, so $t'(\mathbf R)=t(\mathbf R)^*$ and its phase is $-\phi$.

Q: Without a field, what stops $\phi$ from taking any value?

A: Exchange the layers and invert $\mathbf r\to-\mathbf r$. In the $\chi$ frame $T(-\mathbf r)=T(\mathbf r)^*$, which is what the exchange requires, and $V_-(-\mathbf r)=V_+(\mathbf r)$. Only $U$ changes sign. Because $\boldsymbol\kappa_++\boldsymbol\kappa_-=\mathbf q_2-\mathbf q_1$ is a reciprocal vector, the operation sends $\mathbf k$ to $-\mathbf k$. Thus

$$E_{-U}(-\mathbf k)=E_U(\mathbf k),\qquad t_{-U}(\mathbf R)=t_U(\mathbf R)^* .$$

At $U=0$ the hopping is real, so $\phi$ is 0 or $\pi$. The computed band has 15.5 meV at $\boldsymbol\kappa_\pm$ and $-19.6$ meV at $\gamma$. A maximum at $\boldsymbol\kappa_\pm$ requires negative $t$, hence $\phi=\pi$.

Q: Now switch on $U$. Can you get the phase without diagonalizing a large matrix?

A: Use three momenta. From the definitions, $\boldsymbol\kappa_\pm\cdot\mathbf a_j=\pm2\pi/3$ modulo $2\pi$ for all three $j$. Hence

$$E_\gamma=6|t|\cos\phi,\qquad E_\pm=6|t|\cos(\phi\mp2\pi/3).$$

Multiply by $1$ and $e^{\pm2\pi i/3}$ and add. Writing each cosine as two exponentials, the terms with $e^{i\phi}$ add to $9|t|e^{i\phi}$, while those with $e^{-i\phi}$ cancel. A constant energy cancels too. So define

$$9\tau=E_\gamma+E_+e^{2\pi i/3}+E_-e^{-2\pi i/3}.$$

For nearest neighbours alone, $\tau=|t|e^{i\phi}$.

Now the energies. At $\boldsymbol\kappa_+$, layer $+$ has a wave of zero momentum with energy $U/2$. It tunnels to three waves $\mathbf q_j$ in layer $-$. Their symmetric sum has energy $-K+2V\cos\psi-U/2$, and its coupling is $3w/\sqrt3=\sqrt3w$. With

$$h=\tfrac12(K-2V\cos\psi),$$

the $2\times2$ matrix has mean $-h$ and half-difference $h+U/2$. At $\boldsymbol\kappa_-$ the layers change roles. At $\gamma$ the two symmetric sums have energies $-2h\pm U/2$ and coupling $2w$. The upper roots are

$$E_\pm=-h+\sqrt{(h\pm U/2)^2+3w^2},\qquad E_\gamma=-2h+\sqrt{4w^2+U^2/4}.$$

Longer waves are neglected.

Q: Show me the direction in which the phase moves.

A: The real and imaginary parts are

$$9\,\mathrm{Re}\,\tau=E_\gamma-\tfrac12(E_++E_-),\qquad 9\,\mathrm{Im}\,\tau=\tfrac{\sqrt3}{2}(E_+-E_-).$$

For small $U$ let $S=\sqrt{h^2+3w^2}$. Expanding the roots gives $E_+-E_-\simeq Uh/S$. At $U=0$, $E_\pm-E_\gamma=h+S-2w$. The real part is negative, so

$$\pi-\arg\tau\simeq\frac{\sqrt3\,hU}{2S(h+S-2w)}.$$

A positive $U$ lowers the phase from $\pi$. Here $K=66.5$ and $h=29.25$ meV, so $S=42.75$ meV and the slope is $0.943°$ per meV. Full diagonalization gives $0.922°$ per meV for the same quantity.

Q: And for large $U$? Why should it not continue past any particular angle?

A: Expand for $U\gg2h,w$:

$$E_-\simeq\frac U2-2h+\frac{3w^2}{U},\qquad E_\gamma\simeq\frac U2-2h+\frac{4w^2}{U}.$$

Their difference vanishes as $w^2/U$. With $E_-=E_\gamma$, and since $1+e^{-2\pi i/3}=-e^{2\pi i/3}$,

$$9\tau\to(E_+-E_\gamma)e^{2\pi i/3}.$$

The limit is $\phi=2\pi/3$, that is 120°.

There is also an argument without the few-wave approximation. When layer $-$ has dropped out, the $\chi$ Hamiltonian of layer $+$ is real, so its band is even in momentum about $\boldsymbol\kappa_+$. Then $t(\mathbf R)e^{-i\boldsymbol\kappa_+\cdot\mathbf R}$ is real, provided the moiré potential still isolates the band. The maximum at $\boldsymbol\kappa_+$ selects the positive sign for the nearest bond.

I do not claim a monotonic approach. The few-wave phase is already 119.9° at 240 meV, slightly beyond its limit, while the full $\phi$ is still 120.35°.

Q: Put numbers in between.

A: At $U=60$ meV,

$$E_+=-29.25+\sqrt{59.25^2+972}=37.7,$$
$$E_-=-29.25+\sqrt{0.75^2+972}=1.9,$$
$$E_\gamma=-58.5+\sqrt{1296+900}=-11.6\ \text{meV}.$$

Hence $9\,\mathrm{Re}\,\tau=-31.5$ and $9\,\mathrm{Im}\,\tau=31.0$ meV, and the phase is about 135°. The full results, with all parameters except $U$ held fixed, are:

| $U$ (meV) | $\lvert t\rvert$ (meV) | $\phi$ | $\arg\tau$, full | $\arg\tau$, few waves |
|---|---|---|---|---|
| 0 | 3.33 | 180.0° | 180.0° | 180.0° |
| 20 | 3.60 | 155.5° | 162.1° | 161.7° |
| 40 | 4.17 | 139.1° | 147.3° | 146.3° |
| 60 | 4.70 | 130.2° | 136.8° | 135.4° |
| 120 | 5.51 | 122.1° | 124.3° | 122.9° |
| 240 | 5.85 | 120.4° | 120.8° | 119.9° |

Q: Your few-wave formula follows $\tau$ well, but $\phi$ is up to 8° lower. Is that a failure of the formula?

A: It is a failure of the nearest-neighbour reading of $\tau$. The three momenta cannot distinguish a bond $\mathbf a_j$ from $-2\mathbf a_j$, since $\boldsymbol\kappa_\pm\cdot3\mathbf a_j$ is a multiple of $2\pi$. Therefore

$$\tau=t(\mathbf a)+t(2\mathbf a)^*+\text{longer bonds}.$$

At $U=25.5$ meV, $t(\mathbf a)$ is 3.745 meV at 150° and $t(2\mathbf a)$ is 0.457 meV at 128.5°. Adding the conjugate of the second gives $-3.53+1.51i$ meV, whose phase is 157°. Interpolating the full $\arg\tau$ between 162.1° at 20 meV and 154.2° at 30 meV gives 158°. The distant hopping thus accounts for most of the difference. It also matters at small $U$, where $\phi$ itself falls by 1.33° per meV. The closed form is a guide to the evolution; the Fourier sum gives the actual hopping.

Q: If $\phi$ ends at 120°, do the holes feel a large magnetic flux there?

A: No. The flux through one triangle is $3\phi$, which falls from $3\pi$ to $2\pi$, that is from $\pi$ to zero modulo $2\pi$. The transformation $c_{\mathbf R}\to e^{i\boldsymbol\kappa_+\cdot\mathbf R}c_{\mathbf R}$ in valley K, with the opposite phase in K', makes both hoppings real and positive. It also rotates the relative valley phase from site to site, so an in-plane spin pattern must be transformed back before it is interpreted.

The midpoint is $\phi=5\pi/6$, with flux $\pi/2$ modulo $2\pi$. In the nearest-neighbour band, replacing $\mathbf k$ by $\boldsymbol\kappa_+-\mathbf k$ turns each term into

$$\cos(2\pi/3-\mathbf k\cdot\mathbf a_j-5\pi/6)=\cos(\mathbf k\cdot\mathbf a_j+\pi/6)=-\cos(\mathbf k\cdot\mathbf a_j-5\pi/6),$$

so the spectrum is symmetric about its mean. Longer bonds spoil this: here $|t(\sqrt3\mathbf a)|=0.33$ and $|t(2\mathbf a)|=0.46$ meV, against $|t(\mathbf a)|=3.7$ meV.

Q: What field must a device apply to reach that midpoint?

A: It lies at $U=25.5$ meV. For layer distance $d=0.7$ nm and permittivity $\varepsilon=7$, both rough, $U=ed(D/\varepsilon_0)/\varepsilon$ gives $D/\varepsilon_0=0.26$ V/nm, before the holes respond.

The holes do respond. Let $P$ be the band-averaged weight in layer $+$ minus that in layer $-$; here $P=0.35$. For one hole per cell, all in one valley, the band is completely emptied and this average applies. The layer charge difference $ePn$ makes a field $ePn/2\varepsilon\varepsilon_0$ opposing the applied one. In mean field, with $n=5.2\times10^{12}$ cm$^{-2}$,

$$\delta U=\frac{e^2nPd}{2\varepsilon\varepsilon_0}=16\ \text{meV}.$$

To keep the total $U$ at 25.5 meV the applied field must be 0.42 V/nm, or 4.2 MV/cm. This is a Hartree estimate and depends on the assumed state: with the holes shared equally between the valleys, emptying the upper half of each band, $P=0.54$, $\delta U=25$ meV and the field is 0.51 V/nm.

Q: How close is this to real twisted WSe2?

A: The twist, period and mass are in the range of real samples. The moiré potential is the uncertain part: fits to electronic-structure calculations differ, and some have $\psi$ well above 90°. With $w=18$ meV and $\psi=120°$, the condition found above fails once $V$ exceeds $w/3=6$ meV. This estimates where the gap at $\gamma$ closes. Beyond that closing the band has a nonzero Chern number and there is no $\phi$ to assign at $U=0$, which is a larger change than any shift of the numbers.

Within the trivial regime, real devices break threefold symmetry by strain. A relative layer strain of 0.3 %, included through the tunnelling momenta alone, splits $|t|$ into 3.5, 3.7 and 4.0 meV and moves the phases by about 1°. Strain also shifts the band edges of the two layers against each other, which acts as an added $U$ and is not included; near the midpoint 5 meV of such an offset moves $\phi$ by about 4°. Nonparabolic dispersion, for a rough 1.7 eV gap, lowers the kinetic energy $K=\hbar^2|\kappa|^2/2m$ by about 2.6 meV to leading order, which is $K^2$ divided by the gap. Thermal energy is 0.34 meV at 4 K but 26 meV at 300 K, comparable with the 35 meV zero-field bandwidth, so the phase physics belongs to low temperature.

In gate insulators of permittivity 3.5 the screened midpoint needs a mean field of 0.12 V/nm. The gates must also supply the hole charge, so their displacement fields are $D\pm en/2$, with $en/2\varepsilon_0=0.47$ V/nm at one hole per cell. One insulator then carries 0.25 V/nm and the other almost none, still below a rough breakdown field of 0.5 V/nm. A 2 eV barrier with mass $0.5\,m_e$ is triangular at 0.25 V/nm if the insulator is thicker than about 8 nm. Its tunnelling exponent is then 54, so gate leakage by this route is negligible; a thinner insulator or a lower barrier has a smaller exponent. The table's last row is a limiting case: breakdown would come near $U=175$ meV without holes, and near 130 meV at one hole per cell even before their screening is counted.

Q: May I then read the ground state from this band?

A: No. With an effective permittivity of 5, the Coulomb energy at one moiré period is 61 meV, larger than the bandwidth. It is also larger than the 12 to 30 meV direct gap to the next band, so interactions can mix in other bands and the one-orbital description is only a starting point at this filling. The projection supplies the hopping part of an interacting triangular-lattice model, with opposite phases in the two valleys. Which order the holes choose needs the interactions as well. The remaining values are in the numerical output.

## Calculated quantities

```
twist 4.0 deg, lattice 0.33 nm, mass 0.45 m_e
V 4.0 meV, psi 6.0 deg, w 18.0 meV
moire period 4.728 nm, cell area 19.36 nm^2
hbar^2/2m 84.67 meV nm^2, |kappa| 0.8860 1/nm
K 66.46 meV, h 29.25 meV
layer distance 0.70 nm, layer permittivity 7.0
U meV | D/eps0 V/nm | |t| meV | phi deg | tau phase full, few deg | gap meV | P | overlap
   0 | 0.00 | 3.333 | 180.00 | 180.00, 180.00 | 29.86 | -0.000 | 0.837
  10 | 0.10 | 3.405 | 166.99 | 170.85, 170.64 | 29.55 | 0.142 | 0.820
  20 | 0.20 | 3.601 | 155.45 | 162.13, 161.68 | 28.69 | 0.278 | 0.804
  30 | 0.30 | 3.872 | 146.14 | 154.18, 153.48 | 27.51 | 0.402 | 0.789
  40 | 0.40 | 4.168 | 139.07 | 147.25, 146.31 | 25.00 | 0.510 | 0.776
  60 | 0.60 | 4.703 | 130.19 | 136.78, 135.44 | 21.23 | 0.677 | 0.745
  90 | 0.90 | 5.229 | 124.34 | 128.14, 126.62 | 17.71 | 0.821 | 0.709
 120 | 1.20 | 5.507 | 122.14 | 124.32, 122.91 | 15.62 | 0.891 | 0.679
 240 | 2.40 | 5.851 | 120.35 | 120.83, 119.93 | 12.13 | 0.969 | 0.617
U=0 energies at gamma, kappa: full -19.58, 15.45 meV; few-wave -22.50, 13.50 meV
U=0 bandwidth on mesh 35.03 meV
initial fall of tau phase: formula 0.943, full 0.922 deg/meV; of phi 1.329 deg/meV
phi=150 deg at U 25.54 meV (few-wave tau: 34.66 meV)
unscreened D/eps0 there 0.255 V/nm = 2.55 MV/cm
there |t(a)| 3.745, |t(sqrt3 a)| 0.333, |t(2a)| 0.457 meV
there phase t(2a) 128.53 deg, flux 3phi 450.0 deg, P 0.348
real-space t(a): 3.745 meV, 150.00 deg
orbital: distance of centre from MM 0.0000 nm, rms radius 2.018 nm
counterexample V 20 meV, psi 108 deg, w 24 meV: Chern 1, gap 25.62 meV
counterexample trial overlap at gamma 5.7e-09
one hole per cell: density 5.17e+12 cm^-2, screening of U 16.3 meV
D/eps0 for phi=150 deg with that screening 0.418 V/nm = 4.18 MV/cm
Coulomb energy at one period, permittivity 5: 60.9 meV
heterostrain 0.3 %, Poisson ratio 0.2: |t| 3.95, 3.54, 3.74 meV
heterostrain: phi 149.2, 151.0, 150.0 deg
nonparabolic shift at K, gap 1.7 eV: 2.60 meV
thermal energy: 0.345 meV at 4 K, 25.9 meV at 300 K
gate field 0.119 V/nm, permittivity 3.5; rough breakdown 0.5 V/nm
unscreened U at breakdown 175 meV
gate tunnelling exponent 114.4 for barrier 2.0 eV, mass 0.5 m_e
```
